# The Rytova-Keldysh interaction in a polarizable sheet: a numerical check

```python
"""
Rytova-Keldysh interaction of unit charges in a polarizable sheet in vacuum.

Result under test (Gaussian form):
    V(q) = 2 pi / [q (1 + r0 q)],   r0 = 2 pi alpha_2D
    V(r) = F(r/r0)/r0,   F(x) = (pi/2) [H0(x) - Y0(x)]
    F -> ln(2/x) - gamma for small x,   F -> 1/x for large x
q: in-plane wave number, r: in-plane distance, alpha_2D: polarizability per
area (a length), H0: Struve function, Y0: Neumann function, gamma: Euler's
constant. Energies are e^2/(4 pi eps0) times V.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import jn_zeros, jv, struve, y0, y1

GAMMA = np.euler_gamma


def struve_neumann(x):
    """Closed form F(x) of the dimensionless interaction."""
    return 0.5 * np.pi * (struve(0, x) - y0(x))


def enclosed_charge(x):
    """Closed form of the total charge within radius x*r0, 1 + x F'(x)."""
    return 1 + x - 0.5 * np.pi * x * (struve(1, x) - y1(x))


def bessel_integral(order, x):
    """Integral over k from 0 to infinity of J_order(k x)/(1 + k).

    Integrated between zeros of the Bessel function; the alternating
    partial sums are accelerated by repeated averaging.
    """
    edges = np.concatenate(([0.0], jn_zeros(order, 60))) / x
    nodes, weights = np.polynomial.legendre.leggauss(100)
    pieces = []
    for low, high in zip(edges[:-1], edges[1:]):
        half = 0.5 * (high - low)
        k = 0.5 * (high + low) + half * nodes
        pieces.append(half * np.sum(weights * jv(order, k * x) / (1 + k)))
    sums = np.cumsum(pieces)[20:]
    while len(sums) > 1:
        sums = 0.5 * (sums[1:] + sums[:-1])
    return sums[0]


def laplace_integral(x):
    """Integral of exp(-s)/sqrt(s^2 + x^2), with s = x sinh(u)."""
    upper = np.arcsinh(45.0 / x)
    return quad(lambda u: np.exp(-x * np.sinh(u)), 0, upper,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def slab_potential(q, r0, thickness, cells=200):
    """Finite-volume Poisson solution at the centre of a polarizable slab.

    In-plane permittivity 1 + 2 r0/thickness, out-of-plane permittivity 1.
    Only the upper half is solved; outside the slab phi decays as exp(-q z).
    """
    h = 0.5 * thickness / cells
    k_squared = q**2 * (1 + 2 * r0 / thickness)
    bands = np.zeros((3, cells + 1))
    bands[0, 1:] = -1 / h
    bands[2, :-1] = -1 / h
    bands[1, :] = 2 / h + k_squared * h
    bands[1, 0] = 1 / h + 0.5 * k_squared * h
    bands[1, -1] = 1 / h + 0.5 * k_squared * h + q
    source = np.zeros(cells + 1)
    source[0] = 2 * np.pi
    return solve_banded((1, 1), bands, source)[0]


# Real-space form and enclosed charge against direct quadrature
worst_bessel = worst_laplace = worst_charge = 0.0
for x in (0.05, 0.3, 1.0, 3.0, 10.0, 25.0):
    closed = struve_neumann(x)
    worst_bessel = max(worst_bessel, abs(bessel_integral(0, x) / closed - 1))
    worst_laplace = max(worst_laplace, abs(laplace_integral(x) / closed - 1))
    charge = x * bessel_integral(1, x)
    worst_charge = max(worst_charge, abs(charge - enclosed_charge(x)))
assert worst_bessel < 1e-7
assert worst_laplace < 1e-8
assert worst_charge < 1e-7

# Two-sided bounds on the logarithmic and Coulomb limits
grid = np.logspace(-3, 2, 400)
values = struve_neumann(grid)
log_gap = values - (np.log(2 / grid) - GAMMA)
assert np.all(log_gap > 0) and np.all(log_gap < grid)
assert np.all(values < 1 / grid)
assert np.all(values > 1 / grid - 1 / grid**3)

# Limits of the enclosed charge: zero at the core, 1 - 1/x far away
assert 0 < enclosed_charge(1e-4) < 2e-4
assert abs(50 * (1 - enclosed_charge(50.0)) - 1) < 5e-3

# Sheet formula as the thin limit of a slab, with its first correction
slab_rows = []
for q in (0.5, 1.0, 3.0):
    sheet = 2 * np.pi / (q * (1 + q))
    deviations = [slab_potential(q, 1.0, d) / sheet - 1
                  for d in (0.002, 0.001)]
    slope = 2 * deviations[1] / 0.001 - deviations[0] / 0.002
    predicted = q**2 * (3 + q) / (6 * (1 + q))
    assert abs(deviations[0]) < 0.01
    assert abs(slope / predicted - 1) < 2e-3
    slab_rows.append((q, deviations[0], deviations[1], slope, predicted))

# Worked example
r0 = 40.0
alpha = r0 / (2 * np.pi)
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
print(f"screening length r0 = {r0:.1f} angstrom")
print(f"sheet polarizability alpha_2D = {alpha:.4f} angstrom")
print(f"e^2/(4 pi eps0) = {coulomb:.4f} eV angstrom")
print(f"energy scale e^2/(4 pi eps0 r0) = {coulomb / r0:.5f} eV")
print(f"Euler constant gamma = {GAMMA:.6f}")
print("q (1/angstrom), dielectric function 1 + r0 q, V(q) (angstrom):")
for q in (0.001, 0.01, 0.1):
    print(f"  {q:.3f}  {1 + r0 * q:.3f}"
          f"  {2 * np.pi / (q * (1 + r0 * q)):.4f}")
print("r (angstrom), r/r0, then energies in eV: exact, log limit, bare 1/r;")
print("  last two columns: exact/bare ratio, enclosed charge (units of e):")
for r in (1.0, 4.0, 10.0, 40.0, 100.0, 400.0, 1000.0):
    x = r / r0
    exact = coulomb / r0 * struve_neumann(x)
    logarithm = coulomb / r0 * (np.log(2 / x) - GAMMA)
    bare = coulomb / r
    print(f"  {r:6.0f} {x:7.3f} {exact:9.5f} {logarithm:9.5f} {bare:9.5f}"
          f" {exact / bare:8.5f} {enclosed_charge(x):8.5f}")
print("thin slab: q r0, relative deviation from sheet at d/r0 = 0.002, 0.001,")
print("  slope in d/r0 from finite differences, slope from formula:")
for q, dev_thick, dev_thin, slope, predicted in slab_rows:
    print(f"  {q:.1f}  {dev_thick:.6f}  {dev_thin:.6f}"
          f"  {slope:.5f}  {predicted:.5f}")
print(f"largest relative error, Bessel quadrature: {worst_bessel:.1e}")
print(f"largest relative error, Laplace quadrature: {worst_laplace:.1e}")
print(f"largest error of enclosed charge (units of e): {worst_charge:.1e}")
print("tests ok")
```

Printed output:

```
screening length r0 = 40.0 angstrom
sheet polarizability alpha_2D = 6.3662 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
energy scale e^2/(4 pi eps0 r0) = 0.35999 eV
Euler constant gamma = 0.577216
q (1/angstrom), dielectric function 1 + r0 q, V(q) (angstrom):
  0.001  1.040  6041.5243
  0.010  1.400  448.7990
  0.100  5.000  12.5664
r (angstrom), r/r0, then energies in eV: exact, log limit, bare 1/r;
  last two columns: exact/bare ratio, enclosed charge (units of e):
       1   0.025   1.37843   1.36970  14.39965  0.09573  0.02365
       4   0.100   0.90353   0.87064   3.59991  0.25099  0.08510
      10   0.250   0.61615   0.54079   1.43996  0.42789  0.18291
      40   1.000   0.27165   0.04173   0.35999  0.75461  0.46114
     100   2.500   0.13113  -0.28812   0.14400  0.91062  0.68342
     400  10.000   0.03567  -0.78718   0.03600  0.99074  0.90265
    1000  25.000   0.01438  -1.11703   0.01440  0.99842  0.96019
thin slab: q r0, relative deviation from sheet at d/r0 = 0.002, 0.001,
  slope in d/r0 from finite differences, slope from formula:
  0.5  0.000194  0.000097  0.09722  0.09722
  1.0  0.000666  0.000333  0.33333  0.33333
  3.0  0.004494  0.002249  2.24999  2.25000
largest relative error, Bessel quadrature: 4.2e-15
largest relative error, Laplace quadrature: 3.8e-15
largest error of enclosed charge (units of e): 1.9e-14
tests ok
```
